# The Coulomb pseudopotential and the Matsubara cutoff in Eliashberg $T_c$ calculations, part 1

(Sections cited here and not found follow in the second part.)

Rydberg units are used with $k_B=1$, so that temperatures and frequencies are energies in Ry. The fermionic Matsubara frequencies are $\omega_n=2\pi T(n+\tfrac12)$. The model is the isotropic Migdal–Eliashberg theory linearized at $T_c$, for a flat, half-filled band $|\xi|<W$, an Einstein phonon of frequency $\omega_E$ and coupling $\lambda$, and a static repulsion $\mu$ (density of states times the Coulomb matrix element) acting throughout the band. The phonon kernel and two dimensionless ratios are

$$\lambda(l)=\frac{\lambda a^2}{a^2+l^2},\qquad a=\frac{\omega_E}{2\pi T},\qquad Y=\frac{W}{2\pi T}.$$

With the renormalized frequency $\tilde\omega_n=\omega_nZ_n$ and the pairing self-energy $\phi_n$, the band integral $\int_{-W}^{W}d\xi/(\tilde\omega^2+\xi^2)=\pi A/|\tilde\omega|$, where $A=(2/\pi)\arctan(W/|\tilde\omega|)$, brings the equations to

$$\tilde\omega_n=\omega_n+\pi T\sum_{m}\lambda(n-m)\,\mathrm{sgn}(\omega_m)A_m,\qquad \phi_n=\pi T\sum_m[\lambda(n-m)-\mu]\frac{A_m\phi_m}{|\tilde\omega_m|}.$$

The constant $\mu$ drops out of the first equation because the summand is odd in $\omega_m$. A calculation keeps $N$ positive frequencies, $0\le n<N$, called block $L$; the rest, $m\ge N$, form block $H$. Only the gap equation is cut: $\tilde\omega_n$ is always evaluated with its full sum.

Since $\omega_{-m-1}=-\omega_m$, $\phi$ and $A$ are even, and $n-(-m-1)=n+m+1$, each negative frequency can be paired with a positive one. Define $\Lambda^\pm_{nm}=\tfrac12[\lambda(n-m)\pm\lambda(n+m+1)]$ and $x_n=A_n\phi_n/\tilde\omega_n$ for $n,m\ge0$. Then $\tilde\omega_n=\omega_n+2\pi T\sum_m\Lambda^-_{nm}A_m$ and $\phi_n=2\pi T\sum_m(\Lambda^+_{nm}-\mu)x_m$. Substituting $\phi_n=\tilde\omega_nx_n/A_n$ and dividing by $2\pi T$ gives a symmetric problem,

$$(M_0+\mu\,\mathbf 1\mathbf 1^{T})\,x=0,\qquad M_0=\mathrm{diag}(d)-\Lambda^+,\qquad d_n=\frac{\tilde\omega_n}{2\pi TA_n},$$

where $\mathbf 1$ is the vector of ones. The wide-band equations set $A=1$. Then $d_n=n+\tfrac12+D_n$ with $D_n=\sum_{m\ge0}\Lambda^-_{nm}$. The first half of this sum runs over $l=n-m\le n$, and the second, by evenness of $\lambda(l)$, over $l\le-n-1$, so $D_n=\tfrac12\sum_{|l|\le n}\lambda(l)$. With $A=1$ the Coulomb sum diverges logarithmically, which is why the cut and a cut-dependent $\mu^*_N$ are needed.

The Coulomb term has rank one. With $s=\mathbf 1^Tx$ the equation reads $M_0x=-\mu s\mathbf 1$. The matrix $M_0$ is singular at the transition temperature for $\mu=0$, which lies above $T_c$, and is taken to be invertible at $T_c$. Then $x=-\mu sM_0^{-1}\mathbf 1$, and applying $\mathbf 1^T$ and cancelling $s$ gives

$$\frac1\mu=-\chi(T_c),\qquad \chi=\mathbf 1^TM_0^{-1}\mathbf 1 .$$

Eliminating $H$ is exact for any kernel. Let the parent problem have $M>N$ frequencies and $F=M_0+\mu\mathbf 1\mathbf 1^T$. The $H$ rows give $x_H=-F_{HH}^{-1}F_{HL}x_L$, and the $L$ rows become $(F_{LL}-F_{LH}F_{HH}^{-1}F_{HL})x_L=0$, which is singular at the same $T_c$ provided $F_{HH}$ is invertible. The same elimination applied to $\chi$ is more useful. Write $M_0z=\mathbf 1$ and $y=M_{LL}^{-1}\mathbf 1_L$, where $M_{LL}$, $M_{LH}$ and so on are the blocks of $M_0$, so that $\chi_N=\mathbf 1_L^Ty$. The $L$ rows give $z_L=y-M_{LL}^{-1}M_{LH}z_H$. Inserting this into the $H$ rows gives $Qz_H=v$, with $Q=M_{HH}-M_{HL}M_{LL}^{-1}M_{LH}$ and $v=\mathbf 1_H-M_{HL}y=\mathbf 1_H+\Lambda^+_{HL}y$, because the off-diagonal block of $M_0$ is $-\Lambda^+$. Summing the components of $z$ and using the symmetry of $M_0$, $\chi_M=\chi_N-y^TM_{LH}z_H+\mathbf 1_H^Tz_H$, which is

$$\chi_M=\chi_N+v^TQ^{-1}v .$$

Suppose first that the phonon kernel vanishes whenever either index lies in $H$. Then $M_{LH}=0$, $v=\mathbf 1_H$, and $Q$ is diagonal with entries $(m+\tfrac12)/A_m$, where $A_m$ is built from the bare $\omega_m$. Hence $\chi=\chi_N+S_N$ with $S_N=\sum_{m\ge N}A_m/(m+\tfrac12)$. The same result follows from the amplitudes. On $H$, $x_m=-\mu sA_m/(m+\tfrac12)$, so $s=s_L-\mu sS_N$ with $s_L=\mathbf 1_L^Tx_L$, and the term felt by $L$ is $\mu s=\mu^*_Ns_L$ with

$$\frac1{\mu^*_N}=\frac1\mu+S_N .$$

The amplitude on $H$ has the sign opposite to $s$, and this is what lowers the repulsion.

The sum $S_N$ has a closed form. The digamma function is $\psi(z)=-\gamma+\sum_{k\ge0}[1/(k+1)-1/(k+z)]$, which gives $\psi(z+1)-\psi(z)=1/z$, hence $\sum_{m<N}1/(m+\tfrac12)=\psi(N+\tfrac12)-\psi(\tfrac12)$, and $\mathrm{Im}\,\psi(x+iy)=\sum_k y/[(k+x)^2+y^2]$. Because $\arctan(Y/x)/x=\int_0^Ydy/(x^2+y^2)$,

$$S_N=\frac2\pi\int_0^Y\frac{dy}{y}\,\mathrm{Im}\,\psi(N+\tfrac12+iy).$$

For $N=0$, the function $\tanh\pi y$ is odd, bounded away from its poles $y=\pm i(m+\tfrac12)$, and has residue $1/\pi$ at each, so $\tanh\pi y=(2y/\pi)\sum_m1/[(m+\tfrac12)^2+y^2]$ and $S_0=\int_0^Y\tanh(\pi y)\,dy/y$. Since $\tanh\pi y-1=-2/(e^{2\pi y}+1)$, the derivative of $S_0-\ln Y$ is $-2/[Y(e^{2\pi Y}+1)]$, and so $S_0=\ln Y+c+\Phi$ with a constant $c$ and $\Phi=2\int_Y^\infty dy/[y(e^{2\pi y}+1)]=2\int_W^\infty f(\xi)\,d\xi/\xi$, $f$ being the Fermi function. To find $c$, take $1\ll K\ll Y$ and split the sum at $K$. Below $K$, $A_m\to1$ and the sum is $\psi(K+\tfrac12)-\psi(\tfrac12)$, which tends to $\ln K-\psi(\tfrac12)$ because $\psi(K+1)=-\gamma+\sum_{k\le K}1/k\to\ln K$ and $\psi(K+1)-\psi(K+\tfrac12)\to0$. Above $K$ the sum tends to $(2/\pi)\int_{K/Y}^\infty\arctan(1/t)\,dt/t$. For $t<1$ write $\arctan(1/t)=\pi/2-\arctan t$; the part $t>1$ becomes $\int_0^1\arctan(t)\,dt/t$ under $t\to1/t$ and cancels the subtracted piece up to $O(K/Y)$, leaving $\ln(Y/K)$. Thus $c=-\psi(\tfrac12)$. Subtracting the first $N$ terms, with $A_m=1-(2/\pi)\arctan[(m+\tfrac12)/Y]$,

$$S_N=\ln Y-\psi(N+\tfrac12)+R_N+\Phi,\qquad R_N=\frac2\pi\sum_{m<N}\frac{\arctan[(m+\frac12)/Y]}{m+\frac12}.$$

For $N\ll Y$ each term of $R_N$ is close to $2/\pi Y$, so $R_N\approx2N/\pi Y$. The term $\Phi$ is of order $e^{-W/T}$; it equals $0.106$ at $Y=0.3$ and is dropped from here on.

Whether $R_N$ is kept depends on the equations solved on $L$. If they retain $A_n$, the formula above is the fold. If they are the wide-band equations, raising the cut from $N$ to $N'$ in the phonon-free region adds $\sum1/(m+\tfrac12)=\psi(N'+\tfrac12)-\psi(N+\tfrac12)$ to $\chi$, so $1/\mu^*_N+\psi(N+\tfrac12)$ must not depend on $N$, and the $N$-dependent $R_N$ cannot appear. Matching at a cut $N_0$ just above the phonon range fixes the invariant as $1/\mu+\ln Y$, apart from $R_{N_0}$ and the neglect of $1-A_n$ below $N_0$. Both are independent of $N$ and of order $\omega_E/W$, up to logarithms. The wide-band rule is therefore

$$\frac1{\mu^*_N}=\frac1\mu+\ln\frac{W}{2\pi T}-\psi(N+\tfrac12).$$

Only the combination $1/\mu+\ln W$ enters, so a pseudopotential quoted at a reference frequency $\omega_{\rm ref}$ in the logarithmic sense is used by replacing $(\mu,W)$ with $(\mu^*(\omega_{\rm ref}),\omega_{\rm ref})$. At fixed $N$, $\mu^*_N$ depends on $T$ and must be re-evaluated during the search for $T_c$. The rule may be used with $N$ above $Y$, where $1/\mu^*_N$ falls below $1/\mu$: $\mu^*_N$ exceeds $\mu$ while $1/\mu^*_N$ is positive and is negative at larger $N$. Where $1/\mu^*_N$ passes through zero $\mu^*_N$ diverges, but the condition $-\chi_N=1/\mu^*_N$ stays regular and can still be solved for $T_c$. For negative $\mu^*_N$ the matrix $M_0+\mu^*_N\mathbf 1\mathbf 1^T$ has a negative eigenvalue already above $T_c$, so a search for the temperature at which the largest eigenvalue of the gap kernel reaches one fails there, and the scalar condition must be used.

The rule is the familiar logarithm $\ln(W/\omega_{\rm eff})$ with $\omega_{\rm eff}=2\pi Te^{\psi(N+1/2)}$. To expand it, set $h(N)=\psi(N+\tfrac12)$, which obeys $h(x+\tfrac12)-h(x-\tfrac12)=1/x$, and try $h=\ln N+c_2N^{-2}+c_4N^{-4}+c_6N^{-6}$; the constant term vanishes by the limit used above. The central difference of a function $u$ is $u'+u'''/24+u^{(5)}/1920+\dots$ This gives $1/x+1/12x^3+1/80x^5+1/448x^7$ for $\ln x$, $-2x^{-3}-x^{-5}-\tfrac38x^{-7}$ for $x^{-2}$, $-4x^{-5}-5x^{-7}$ for $x^{-4}$ and $-6x^{-7}$ for $x^{-6}$. The conditions $\tfrac1{12}-2c_2=0$, $\tfrac1{80}-c_2-4c_4=0$ and $\tfrac1{448}-\tfrac38c_2-5c_4-6c_6=0$ yield

$$\psi(N+\tfrac12)=\ln N+\frac1{24N^2}-\frac7{960N^4}+\frac{31}{8064N^6}-\dots$$

There is no $1/N$ term, so $\omega_{\rm eff}\simeq2\pi TN$, midway between the last frequency kept and the first one dropped. Placing the cutoff there does almost all the work; the digamma function adds $1/24N^2$ and makes the fold of the phonon-free tail exact.

The saw-tooth arises when a continuous cutoff $\omega_c$ is used in $1/\mu^*=1/\mu+\ln(W/\omega_c)$ while $N$ is the number of $\omega_n$ below $\omega_c$. Write $\omega_c=2\pi T(N+u)$; the conditions $\omega_{N-1}<\omega_c\le\omega_N$ mean $-\tfrac12<u\le\tfrac12$. Define

$$I_N(T)=-\chi_N(T)+\psi(N+\tfrac12)-\ln Y .$$

The digamma rule is $I_N(T_N)=1/\mu$, which defines $T_N$ and the sensitivity $b=d\ln T_c/d(1/\mu)=(dI_N/d\ln T)^{-1}$, positive because weaker repulsion raises $T_c$. The weak dependence of $b$ on $N$ is neglected. The logarithmic rule is $-\chi_N=1/\mu+\ln Y-\ln(\omega_c/2\pi T)$, that is

$$I_N(T)=\frac1\mu+\psi(N+\tfrac12)-\ln\frac{\omega_c}{2\pi T},\qquad \ln\frac{T}{T_N}\simeq b\left[\psi(N+\tfrac12)-\ln(N+u)\right]\simeq-\frac{bu}{N},$$

to first order in the error of $1/\mu^*$. At fixed $N$, differentiation gives $d\ln T/b=-d\ln\omega_c+d\ln T$, so the falling flank has slope $d\ln T_c/d\ln\omega_c=-b/(1-b)$. The flank ends at $u=\tfrac12$, at a temperature $T_1$ with $\ln(T_1/T_N)=b[\psi(N+\tfrac12)-\ln(N+\tfrac12)]$. The next flank begins with $N+1$ frequencies and $u=-\tfrac12$, where $\omega_c/2\pi T$ is again $N+\tfrac12$, so $\ln(T_2/T_{N+1})=b[\psi(N+\tfrac32)-\ln(N+\tfrac12)]$. Subtracting and using the recurrence,

$$\ln\frac{T_2}{T_1}=\frac{b}{N+\frac12}+\ln\frac{T_{N+1}}{T_N}.$$

A rising flank exists when $T_2>T_1$, that is when $\ln(T_N/T_{N+1})$ is smaller than $b/(N+\tfrac12)$; for cutoffs of only about $3\,\omega_E$ the two can be nearly equal, as they are at $N=6$ in the example below, and the tooth then almost disappears. For $2\pi T_1(N+\tfrac12)<\omega_c<2\pi T_2(N+\tfrac12)$ neither count is self-consistent. Above $T=\omega_c/2\pi(N+\tfrac12)$ there are $N$ frequencies, whose transition lies lower, so the normal state is stable; below it there are $N+1$, whose transition lies higher, so it is unstable. The transition is pinned at that temperature and the rising flank has unit logarithmic slope.

If the phonon kernel vanished on $H$, $T_{N+1}$ would equal $T_N$. It does not vanish, and the remainder is

$$\varepsilon_N=\lim_{M\to\infty}\left[\chi_M-\chi_N-\psi(M+\tfrac12)+\psi(N+\tfrac12)\right],$$

so that $I_N=I_\infty+\varepsilon_N$. The condition $I_N=1/\mu$ becomes $I_\infty(T_N)=1/\mu-\varepsilon_N$, and $\ln(T_N/T_\infty)\simeq-b\varepsilon_N$. For $N\gg a$, put $g_m=1/(m+\tfrac12)$ and expand $v^TQ^{-1}v$ to first order in the kernel on $H$. Here $Q=g^{-1}-(\Lambda^+-D)_{HH}$ plus a term with two factors of $\Lambda^+_{HL}$, so $Q^{-1}\simeq g+g(\Lambda^+-D)g$. The zeroth-order term $\sum_Hg_m$ cancels the digamma difference, and

$$\varepsilon_N\simeq2\sum_{m\in H}\sum_{n\in L}g_m\Lambda^+_{mn}y_n+\sum_{m,m'\in H}g_m(\Lambda^+_{mm'}-D_m\delta_{mm'})g_{m'} .$$

Taken alone, the mass term would be dangerous. At large $m$, $D_m$ tends to the constant $\tfrac12\sum_l\lambda(l)$, near $\pi\lambda a/2$ for $a\gtrsim1$, and $-\sum_Hg_m^2D_m$ is of order $\lambda a/N$. The evaluation shows that $\Lambda^+_{HH}$ cancels this order.

Let $x=m+\tfrac12=Nt$ and $x'=Nt'$ for the second index, so that the kernel arguments are $x-x'$ and $x+x'$, and measure every term in units of $\lambda a^2/N^2$. Sums become integrals and $1/(l^2+a^2)\to1/l^2$, except in sums that join $L$ to $H$ across the edge, where the integral would diverge. There are $l$ pairs with $n<N\le m$ and $m-n=l$, and

$$\sum_{l=1}^{L_0}\frac{l}{l^2+a^2}=\mathrm{Re}\sum_{l=1}^{L_0}\frac1{l+ia}\simeq\ln L_0-\mathrm{Re}\,\psi(1+ia).$$

The continuum form $\int dl/l$ reproduces this if it is restricted to $t-t'>\eta$ with $\ln(1/\eta)=\ln N-\mathrm{Re}\,\psi(1+ia)$. It is easier to integrate over all $t'<1$ and restrict $t>1+d_0$. With the first restriction the inner integral is $1/\eta$ for $t-1<\eta$, contributing $1$, and $1/(t-1)$ beyond, so the two agree when $d_0=\eta/e$.

This part has derived the digamma rule for $\mu^*_N$, which folds a phonon-free tail exactly in the wide-band equations, explained the saw-tooth of the logarithmic rule, and reduced the remainder $\varepsilon_N$ for $N\gg a$ to a cross term and an $HH$ term. It remains to evaluate these two terms in closed form and to test the results numerically.
